# Interpolating the ratio $M/(e_m-e_n)$ against interpolating $M$ and $e_m-e_n$ apart

The static density response of a free-electron gas is fixed by

$$I=\int d^3k\;\frac{\theta(\mu-e_{\mathbf k})\,\theta(e_{\mathbf k+\mathbf q}-\mu)}{e_{\mathbf k+\mathbf q}-e_{\mathbf k}},\qquad e_{\mathbf k}=\tfrac12k^2 ,$$

whose integrand is nowhere negative. In Hartree atomic units, used throughout, $k_F=q=1$ bohr$^{-1}$ gives $I=5.730$ Ha$^{-1}$bohr$^{-3}$. A tetrahedron mesh of spacing $h=1/16$ bohr$^{-1}$ gives 5.723 when the denominator is interpolated linearly and then inverted. When the inverted denominator itself is interpolated, the same mesh gives 5.718, and after a slide along $\mathbf q$ by about half a spacing it gives $-59.70$, while the first result stays at 5.723.

## The belief and its grounds

An independent-particle response function at zero temperature is a sum over band pairs of zone integrals of $M(\mathbf k)/D(\mathbf k)$, each over a region bounded by Fermi surfaces (the whole zone if there is a gap), with $M$ a product of matrix elements and $D=e_m-e_n-\omega$. A point of a tetrahedron has barycentric coordinates $\lambda_1,\dots,\lambda_4\ge0$ with $\sum_i\lambda_i=1$, and $\langle\cdot\rangle$ denotes the volume average. With corner values $M_i$, $D_i$ and $F_i=M_i/D_i$, scheme A integrates $\bar F=\sum_i\lambda_iF_i$, and scheme B integrates $\bar M/\bar D$ with $\bar M=\sum_i\lambda_iM_i$ and $\bar D=\sum_i\lambda_iD_i$. Both take the step functions from linearly interpolated bands.

The belief is that the two are interchangeable: they agree at all four corners, both are linear interpolation of smooth data, so they should differ only at second order in $h$. Scheme A is also the easier one. By symmetry the four $\langle\lambda_i\rangle$ are equal and they add to one, so

$$\langle\bar F\rangle=\frac14\sum_i\frac{M_i}{D_i}.$$

The exact difference shows how far the belief holds. Since $M_i=F_iD_i$, one has $\bar M/\bar D-\bar F=(\sum_i\lambda_iF_iD_i-\bar F\bar D)/\bar D$. Expanding a double sum with $\sum_j\lambda_j=1$ gives

$$\tfrac12\sum_{ij}\lambda_i\lambda_j(F_i-F_j)(D_i-D_j)=\tfrac12\Big[2\sum_i\lambda_iF_iD_i-2\bar F\bar D\Big],$$

and the diagonal terms on the left vanish, so

$$\frac{\bar M}{\bar D}-\bar F=\frac1{\bar D}\sum_{i<j}\lambda_i\lambda_j(F_i-F_j)(D_i-D_j).$$

The difference vanishes if all $D_i$ or all $F_i$ are equal. For $M=1$ the product is $-(D_i-D_j)^2/(D_iD_j)$, so with positive $D_i$ scheme A never lies below B, and the relative difference is of order $(\delta D/D)^2$, where $\delta D\sim h|\nabla D|$ is the spread over the tetrahedron. If $D$ is bounded away from zero this is $O(h^2)$, as the belief says. If $D$ reaches zero, some tetrahedra have $\delta D\sim D$ at every $h$, and the small parameter is gone.

## Scheme B in closed form

Let $J_n(x_0,\dots,x_n)=\int g^{(n)}(\sum_i\lambda_ix_i)\,d\lambda_1\cdots d\lambda_n$ over the simplex, with $\lambda_0=1-\lambda_1-\dots-\lambda_n$. Put $L=1-\lambda_1-\dots-\lambda_{n-1}$ and $X=\sum_{i=1}^{n-1}\lambda_ix_i$. The argument is $X+\lambda_nx_n+(L-\lambda_n)x_0$, with slope $x_n-x_0$ in $\lambda_n$, so integrating $\lambda_n$ from 0 to $L$ gives $[g^{(n-1)}(X+Lx_n)-g^{(n-1)}(X+Lx_0)]/(x_n-x_0)$. The remaining integration yields

$$J_n(x_0,\dots,x_n)=\frac{J_{n-1}(x_1,\dots,x_n)-J_{n-1}(x_0,\dots,x_{n-1})}{x_n-x_0},\qquad J_0=g(x_0).$$

This recursion defines the divided difference $g[x_0,\dots,x_n]$, and the equality is the Hermite–Genocchi formula. The integral is symmetric in the nodes, and for $k+1$ coincident nodes it is $g^{(k)}/k!$, since the $k$-simplex has volume $1/k!$. For $n=3$, $\langle g'''(\bar D)\rangle=6\,g[D_1,\dots,D_4]$.

For $g=x^2\ln x$ the derivatives are $2x\ln x+x$, $2\ln x+3$ and $2/x$, hence

$$\langle1/\bar D\rangle=3\,(x^2\ln x)[D_1,\dots,D_4].$$

For general $M$ the weights $w_i=\langle\lambda_i/\bar D\rangle=\partial\langle\ln\bar D\rangle/\partial D_i$ are needed. For $\varphi=x^3\ln x$ the derivatives are $3x^2\ln x+x^2$, $6x\ln x+5x$ and $6\ln x+11$, so $\varphi[D_1,\dots,D_4]=\langle\ln\bar D\rangle+11/6$. By the recursion and the symmetry, the difference quotient of $\varphi[D_1,\dots,D_4]$ under $D_i\to D_i+\delta$ is the five-node divided difference containing both $D_i$ and $D_i+\delta$. Letting $\delta\to0$,

$$\langle\bar M/\bar D\rangle=\sum_iM_iw_i,\qquad w_i=(x^3\ln x)[D_1,D_2,D_3,D_4,D_i].$$

All values of B below come from these formulas, with nearly coincident nodes expanded in a Taylor series about their centre to avoid cancellation. For $M=(1,0.8,1.3,0.6)$ and $D=(0.2,0.5,0.9,1.4)$ Ha, scheme A gives $(5+1.6+1.4444+0.4286)/4=2.1183$ Ha$^{-1}$ and B gives 1.3504 Ha$^{-1}$. With all $D_i=0.7$ Ha both give $3.7/(4\times0.7)=1.3214$ Ha$^{-1}$.

When $D$ changes sign the physical prescription is $D\to D-i\eta$ with $\eta\to0^+$. The derivation holds for the shifted nodes, the logarithm tends to $\ln(x-i0)=\ln|x|-i\pi\theta(-x)$, and $1/(x-i\eta)=(x+i\eta)/(x^2+\eta^2)$ identifies the limit as $\mathrm P\langle\bar M/\bar D\rangle+i\pi\langle\bar M\delta(\bar D)\rangle$. For the same $M$ and $D=(-0.6,-0.1,0.4,1.0)$ Ha, B gives $1.7706+3.6653\,i$ Ha$^{-1}$. Scheme A gives $(-1.6667-8+3.25+0.6)/4=-1.4542$ Ha$^{-1}$, and since no $D_i$ vanishes the limit $\eta\to0$ leaves it real.

If $m$ corners have $D_i=0$, the weight of such a corner contains the node 0 repeated $m+1$ times and needs $\varphi^{(m)}(0)$. Since $\varphi$, $\varphi'$ and $\varphi''$ tend to zero at the origin and $\varphi'''$ diverges, B is finite for $m\le2$. With $g=x^2\ln x$ one has $g[0,0]=g[0,1]=0$, $g[1,1]=1$, $g[1,1,1]=3/2$, hence $g[0,0,1]=0$ and $g[0,1,1]=1$. For $D=(0,1,1,1)$ Ha this gives $3(3/2-1)=3/2$ Ha$^{-1}$, and for $(0,0,1,1)$ Ha it gives $3(1-0)=3$ Ha$^{-1}$. Scheme A, with the zeros replaced by $\epsilon=10^{-7}$ Ha, gives $m/4\epsilon$, or $2.5\times10^6$ and $5.0\times10^6$ Ha$^{-1}$.

For three corners at $\epsilon$ and one at 1 Ha, $g[\epsilon,\epsilon,\epsilon]=\ln\epsilon+3/2$ while $g[\epsilon,\epsilon,1]\to0$, so B tends to $3\ln(1/\epsilon)-9/2$. At $\epsilon=10^{-6}$ this is $6\times6.9078-4.5=36.947$ Ha$^{-1}$, against $7.5\times10^5$ Ha$^{-1}$ for A. Near a face of area $S$ on which $D=0$ the integral is $S\int dD/(|\partial_nD|\,D)$, which explains the logarithm. It cancels against the neighbouring tetrahedron when $D$ changes sign with the same slope, leaves a spurious remainder, itself logarithmically divergent, when the interpolated slopes differ, and is a true divergence when flat Fermi surfaces nest.

## A gap: the belief is harmless

Divide the zone into cubes of side $h$ and each cube into six tetrahedra of volume $h^3/6$ around one body diagonal. In scheme A a cube hands out a total weight $h^3$, all nodes are equivalent by translation, and there is one node per cube, so without Fermi surfaces A is the uniform sum. For periodic $F=\sum_{\mathbf R}F_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ on an $N^3$ mesh the sum keeps only the $\mathbf R$ whose components are multiples of $N$. The error is the sum of these coefficients with $\mathbf R\neq0$, which fall essentially as $e^{-\kappa N}$ when $F$ is analytic for $|\mathrm{Im}\,k_a|<\kappa$ in each component separately, the other two being real.

Take $D=\Delta+t(3-\sum_a\cos k_a)$ and $M=1+\frac12\cos k_x$ on a cubic lattice of unit constant, with $\Delta=1$ Ha and $t=0.5$ Ha. The nearest pole has $k_y=k_z=0$ and $\cosh\kappa=1+\Delta/t=3$. Writing $1/D=\int_0^\infty e^{-\tau D}d\tau$, and using that $e^{x\cos k}$ and $\cos k\,e^{x\cos k}$ average to the Bessel functions $I_0(x)$ and $I_1(x)$, the zone average is

$$\int_0^\infty d\tau\,e^{-\tau(\Delta+3t)}I_0(t\tau)^2\big[I_0(t\tau)+\tfrac12I_1(t\tau)\big]=0.452412\ \text{Ha}^{-1}$$

by adaptive quadrature. Scheme A misses it by $8.6\times10^{-9}$ Ha$^{-1}$ at $N=10$ and reaches rounding level at $N=20$. Scheme B misses it by $-3.97\times10^{-3}$ and $-1.03\times10^{-3}$ Ha$^{-1}$, or $-0.88\%$ and $-0.23\%$ of the exact value.

The sign and order of the error of B follow from a property of this mesh that is needed again below. Every tetrahedron lies between two adjacent mesh layers along each axis, so for a function $f(z)$ of one coordinate the one-dimensional linear interpolant matches all four corners and is the tetrahedron interpolant. At fraction $t'$ across a cell it exceeds $f$ by $\frac12h^2t'(1-t')f''$ to leading order, $h^2f''/12$ on average. Thus $\delta D=(th^2/12)\sum_a\cos k_a$ and $\delta M=-(h^2/24)\cos k_x$ enter $\delta M/D-M\,\delta D/D^2$. The averages of $\cos k_x/D$ and $M\cos k_a/D^2$ are positive, because in the $\tau$ representation each term is a product of positive averages, so both contributions are negative and of order $h^2$. In this gapped periodic model A is the better scheme on both meshes above, and on finer ones its exponentially falling error keeps it ahead of the $h^2$ error of B. On a mesh as coarse as $N=2$ the order is reversed.

## A pole plane inside the occupied region

The Lindhard function with spin is $\chi=2(2\pi)^{-3}\int d^3k\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(\omega+i0+e_{\mathbf k}-e_{\mathbf k+\mathbf q})$ with $f=\theta(\mu-e)$. From here on $D=e_{\mathbf k+\mathbf q}-e_{\mathbf k}=qz+q^2/2$, with $\mathbf q$ along the mesh axis $z=k_z$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ in the second term exchanges the two energies and gives

$$\chi=-\frac{2}{(2\pi)^3}\int d^3k\,f_{\mathbf k}\Big[\frac1{D-\omega-i0}+\frac1{D+\omega+i0}\Big].$$

The denominators are $q(z-z_\pm)$ with $z_\pm=(\pm\omega-q^2/2)/q$. For $k_F=q=1$ bohr$^{-1}$ and $\omega=0.75$ Ha, $z_+=0.25$ bohr$^{-1}$ lies inside the sphere and $z_-=-1.25$ bohr$^{-1}$ outside. The slice area is $a(z)=\pi(k_F^2-z^2)$. Writing $k_F^2-z^2=(k_F^2-z_0^2)-(z-z_0)(z+z_0)$,

$$C(z_0)=\mathrm P\!\!\int_{-k_F}^{k_F}\!\frac{a(z)\,dz}{q(z-z_0)}=\frac\pi q\Big[(k_F^2-z_0^2)\ln\Big|\frac{k_F-z_0}{k_F+z_0}\Big|-2z_0k_F\Big].$$

Here $C(z_+)=\pi(0.9375\ln0.6-0.5)=-0.97890\,\pi$ and $C(z_-)=\pi(2.5-0.5625\ln9)=1.26406\,\pi$. With the prefactor $-1/4\pi^3$, $\mathrm{Re}\,\chi=-0.28516/4\pi^2=-0.007223$. The delta function gives $\pi a(z_+)/q$, so $\mathrm{Im}\,\chi=-0.9375/4\pi=-0.074604$. Both are in Ha$^{-1}$bohr$^{-3}$, as are all $\chi$ and $I$ below.

Place the layers at $z_j=z_++(j-s)h$ with $0<s<1$. As $F$ depends on $z$ alone, its interpolant is $\sum_jF_j\Lambda_j(z)$, with $\Lambda_j$ the triangle of height 1 and half-width $h$ about $z_j$. Scheme A is then $\sum_jW_jF_j$ with $W_j=\int a\,\Lambda_j\,dz$, which is $h\,a(z_j)$ up to corrections of order $h^3$ from the curvature of $a$ and the faceting of the sphere. These vary slowly with $j$, so multiplied by $F_j\simeq1/[qh(j-s)]$ they give $h^2$ times a sum of the same bounded type as the one evaluated below. The few layers next to $\pm k_F$ are an exception, since the kink of $a$ makes their correction $O(h^2)$, but $F_j$ is bounded there and they too change the result only by $O(h^2)$. With $a=0$ outside the sphere, the resonant term splits as

$$\sum_{|j|\le J}\frac{h\,a(z_j)}{q(z_j-z_+)}=\sum_{|j|\le J}h\,\frac{a(z_j)-a(z_+)}{q(z_j-z_+)}+\frac{a(z_+)}q\sum_{|j|\le J}\frac1{j-s}.$$

The first sum is the midpoint rule for a continuous function with kinks at $\pm k_F$, accurate to $O(h^2)$. The integral it approximates is $C(z_+)$ minus $a(z_+)/q$ times the principal value of $\int dz/(z-z_+)$ over the covered cells, $\ln[(J+\frac12-s)/(J+\frac12+s)]$, which vanishes as $J\to\infty$. The second sum is $-1/s-\sum_{j\ge1}2s/(s^2-j^2)$. The Fourier coefficients $\frac1\pi\int_{-\pi}^\pi\cos sx\cos jx\,dx=(-1)^j\frac{\sin\pi s}\pi\frac{2s}{s^2-j^2}$, summed at $x=\pi$, give $\cos\pi s=\frac{\sin\pi s}\pi[1/s+\sum_{j\ge1}2s/(s^2-j^2)]$, so the second sum is $-\pi\cot\pi s$. The factor $\pi a(z_+)/q$ is the imaginary part of the exact integral. The non-resonant term has no pole among the layers that touch the sphere, since these end above $-k_F-h>z_-$, and it is accurate to $O(h^2)$. At fixed $s$, therefore,

$$\chi_A=\mathrm{Re}\,\chi-\cot(\pi s)\,\mathrm{Im}\,\chi+O(h^2).$$

For $s=0.25$ the limit is $-0.007223+0.074604=0.067381$, and scheme A on the three-dimensional mesh gives 0.066670 at $h=1/8$ and 0.067204 at $h=1/16$. It converges at second order, to a number of the wrong sign. For $s=0.1$ the limit is 0.222384, approached through 0.219961 and 0.221777. At $s=\frac12$ the cotangent vanishes, and A gives $-0.007193$ at $h=1/16$, closer to $\mathrm{Re}\,\chi$ than the $-0.007139$ of B. The imaginary part is absent for every $s$.

Scheme B gives $-0.007110-0.074442\,i$ at $s=0.25$, $h=1/16$, with errors of 1.6% of $\mathrm{Re}\,\chi$ and 0.22% of $\mathrm{Im}\,\chi$. Halving $h$ from $1/8$ divides its errors by 3.95 to 3.98 for the three values of $s$. Because $D$ is exactly linear here, only the Fermi surface is approximated. The interpolated $k^2/2$ is too high by $\frac12h^2\sum_at_a(1-t_a)$, with $t_a$ the fraction across the cell along axis $a$. On the plane $z_+$, $t_z=s$, and $t_x(1-t_x)$ and $t_y(1-t_y)$ average to $1/6$ around the circle to leading order. Since $a=2\pi(\mu-z^2/2)$, the area drops by $2\pi h^2[\frac16+\frac12s(1-s)]$. For $s=\frac12$ this lowers $|\mathrm{Im}\,\chi|$ by $0.074604\times2\times0.2917/(256\times0.9375)=0.000181$, which is the distance from 0.074604 to the computed 0.074423.

## A zero on the Fermi surfaces

At $\omega=0$ write $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})-f_{\mathbf k+\mathbf q}(1-f_{\mathbf k})$. The same substitution maps the second part onto the first, so $\chi=-4(2\pi)^{-3}I$. In the single-step form both poles sit at $z_0=-q/2$ and their delta functions cancel, so $I=C(-q/2)=2\pi k_FF(x)$ with $x=q/2k_F$ and $F=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}$. For $x=\frac12$, $F=\frac12+\frac38\ln3=0.911980$, $I=5.730137$ and $\chi=-k_FF/\pi^2=-0.092403$, or $-0.022916$ eV$^{-1}$Å$^{-3}$.

Each step function cuts a tetrahedron along a plane. With one corner inside, the piece kept is a tetrahedron. With two or three it is a prism with triangular ends $A_0A_1A_2$ and $B_0B_1B_2$, which splits into $A_0A_1A_2B_0$, $A_1A_2B_0B_1$ and $A_2B_0B_1B_2$. After both cuts $D=(e_{\mathbf k+\mathbf q}-\mu)+(\mu-e_{\mathbf k})$ is a sum of two non-negative terms and vanishes only where the two planes meet. Unless the planes coincide this is a line, which holds at most two corners of a piece of nonzero volume, so B is finite. Scheme A, if built on the corners of the pieces, divides by zero. The gas meshes of this text have their nodes at $k_x=(i+0.37)h$ and $k_y=(j+0.21)h$ with integer $i,j$, and the counts and last digits below depend somewhat on this sideways placement. With the layers now at $-q/2+(j-s)h$ and $h=1/16$, 1137 pieces have such a corner for $s=0.5$ and 957 for $s=0.1$, and they carry 1.6% and 1.2% of $I_B$. Discarding them would cost roughly ten times the error of B, that error being $(5.7232-5.7301)/5.7301=-0.12\%$.

That error again follows from faceting, which to leading order lowers $\mu$ by the cell average $h^2/4$. With $\ell=\ln\frac{1+x}{1-x}$ and $\ell'=2/(1-x^2)$, $F'=-\frac{1+x^2}{4x^2}\ell+\frac1{2x}$, so $d(k_FF)/dk_F=F-xF'=\ell/2x=\ln3$. Then $dI/d\mu=2\pi\ln3/k_F$, and $\delta I=-2\pi\ln3/(4\times256)=-0.0067$, close to the computed $-0.0069$. The error falls by 4.06 to 4.07 from $h=1/8$ to $1/16$.

The other form of A takes $F_i=1/D_i$ at the mesh nodes and integrates the interpolant over the cut region. For $-q/2<z<k_F-q$ the slice is an annulus of area $\pi(k_F^2-z^2)-\pi(k_F^2-(z+q)^2)=2\pi D$, and for $z<-q/2$ it is empty. Faceting preserves this to leading order, because the two bands differ by a linear function and share one interpolation error. Put $u=(z-z_0)/h$, with layers at $u_j=j-s$. Then $D=qhu$ and $W_j/D_j=2\pi h\,\beta_j/u_j$, where $\beta_j=\int u\,\theta(u)\Lambda_j\,du$, while the exact integrand is $2\pi h\,du$ for $u>0$.

For $j\le-1$ the triangle ends at $u\le-s$, and $\beta_j=0$. For $j=0$ the node lies outside the region, where $D<0$, but its triangle reaches in: $\beta_0=\int_0^{1-s}u(1-s-u)\,du=(1-s)^3/6$, divided by $u_0=-s$. For $j=1$, write $u\theta(u)=u+(-u)\theta(-u)$; the first part gives $u_1$ by symmetry of the triangle and the second $\int_0^sv(s-v)\,dv=s^3/6$. For $j\ge2$, $\beta_j=u_j$. Integrating up to $u_J$, the nodes $1,\dots,J-1$ give $J-1+s^3/6(1-s)$, the left half of triangle $J$ gives $\frac12-1/6u_J$, and the exact integral is $J-s$. The area stays linear out to $u\sim1/h$, so the neglected terms of order $1/u_J$ contribute $O(h^2)$ to $I$, and

$$I_A-I_B=h\,c(s)+O(h^2),\qquad c(s)=2\pi\Big[s-\frac12+\frac{s^3}{6(1-s)}-\frac{(1-s)^3}{6s}\Big].$$

Each term increases with $s$, so $s=\frac12$ is the only zero. There the computed differences are $-0.0192$ and $-0.0049$ for $h=1/8$ and $1/16$, falling as $h^2$. For $s=0.1$ the bracket is $-0.4+0.0002-1.215=-1.6148$, and $h\,c=-0.6341$ at $h=1/16$ against the computed $-0.6387$. For $s=0.001$ the bracket is $-0.499-166.167=-166.666$ and $h\,c=-65.45$. The computed difference is $-65.42$, which added to $I_B=5.72$ gives the $-59.70$ of the opening: one layer of nodes just outside the region, with $D=-qhs$, lends its large negative $1/D$ to the volume inside.

At fixed $s\neq\frac12$ this form of A does converge, at first order, but with a prefactor $-\pi/3s$ as $s\to0$. A mesh that contains $\mathbf k=0$, with $q$ an even multiple of $h$, has $s=0$ exactly, and A is undefined. The cotangent law and $c(s)$ were derived for linear $D$ with $\mathbf q$ along a mesh axis. When the surface $D=0$ is curved, or is a plane to which no mesh planes are parallel, the nodes lie at scattered distances from it and these closed forms do not apply, but the pole of $\frac14\sum_iM_i/D_i$ at every $D_i=0$ and the missing imaginary part remain, since they belong to the single tetrahedron. The comparison concerns these two schemes at $\eta\to0$ and zero temperature, and it assumes that $M$ and the bands are smooth on the scale $h$, which fails at band crossings, where B is no more reliable than the interpolation beneath it.
